Cell pressure and evaporation coefficient in a small-orifice effusion source, part 2

A solid or liquid charge at temperature T, in a cell of the same temperature, loses vapour through an orifice into vacuum. We seek the cell pressure, the outflow N (molecules per unit time) and the conditions under which the answer can be trusted. In the model, molecules do not collide with each other, nothing returns from outside, and the walls re-emit all they receive diffusely, with the distribution (cos θ)/π per unit solid angle, θ being the angle to the surface normal.

The charge has evaporating area A. A fraction α of the molecules striking it condenses; the rest is reflected diffusely. It emits αAC psat molecules per unit time, where psat is the saturation pressure. The orifice has entrance area a and transmission probability W (W = 1 for a thin hole). The cell volume is V. The vapour has molecular mass m, number density n = p/kT and mean speed v̄ = √(8kT/πm), with k Boltzmann's constant. The pressure p at a surface means J/C, where J is its incident flux and C = 1/√(2πmkT).

If charge and orifice receive equal incident flux ("well-mixed"), part (c) gives

p = psat/(1 + x), x = Wa/(αA), N = WaCp.

Part (e) gives the relaxation time τ = 4V/[v̄(αA + Wa)].

Part (g) shows that in a diffuse sphere of radius R each flight, wherever it began, lands on a surface element dS′ with probability

dq = dS′/(4πR²).

The arsenic cell of part (f) contains As₄ vapour, with T = 510 K, psat = 1×10⁻³ Torr and α = 5×10⁻⁴ (the last two rough). Its inner radius is 10 mm, its headspace 30 mm, and its channel has radius and length 1 mm. The flat charge covers the base. Results:

A = 3.142 cm², a = 0.03142 cm², Wa = 0.02111 cm², x = 13.44,
p = 6.9×10⁻⁵ Torr = 9.2×10⁻³ Pa, J = 6.22×10¹⁵ cm⁻² s⁻¹,
N = 1.31×10¹⁴ s⁻¹ (0.93 of free evaporation), v̄ = 189.8 m/s, τ = 0.088 s,
d ln p/d ln α = x/(1 + x) = 0.93.

**(h) Use the sphere to find the exchange between two coaxial discs, and from it the equations for W.**

Let the discs have radii r₁ and r₂ and separation h. Their rims lie on a common sphere, of radius ρ say. Put its centre at z = 0 and the discs at z = −u and z = v, so that u + v = h. The discs cut off outer caps of heights c₁ = ρ − u and c₂ = ρ − v, with areas 2πρc₁ and 2πρc₂.

A straight line from one cap to the other passes through both discs, and a line through both discs meets both caps when extended. The exchange between discs is therefore that between caps. By part (g), a cap emitting unit flux sends to the other cap the amount

E = (2πρc₁)(2πρc₂)/(4πρ²) = πc₁c₂.

To eliminate ρ, define P = (ρ − u)(ρ − v) and Q = (ρ + u)(ρ + v). Because r₁² = ρ² − u² and r₂² = ρ² − v²,

PQ = r₁²r₂²,
P + Q = 2ρ² + 2uv = r₁² + r₂² + (u + v)² = r₁² + r₂² + h².

Also Q − P = 2ρh > 0, so P is the smaller root of the quadratic with this sum and product. With s = r₁² + r₂² + h²,

E = πP = (π/2)[s − √(s² − 4r₁²r₂²)].

Now take a channel of unit radius and length l. For two of its cross-sections a distance h apart, the fraction of molecules leaving one that reaches the other directly is E/π:

φ(h) = 1 + h²/2 − h√(1 + h²/4).

Let unit flux with the cosine distribution enter at z = 0, and let H(z) be the flux incident on the wall, which the wall re-emits. The entrance sends π[φ(z) − φ(z + dz)] = −πφ′(z)dz directly to a wall ring of width dz. By reciprocity, a ring emitting unit flux sends the same amount to the entrance disc. Taking the difference between two neighbouring discs gives the exchange between two rings, πφ″(|z − z′|)dz dz′. The ring area is 2πdz, so

H(z) = −φ′(z)/2 + (1/2)∫₀^l φ″(|z − z′|)H(z′)dz′.

The exit receives molecules directly from the entrance and from the wall. Divided by the entrance area π, this is

W = φ(l) − ∫₀^l φ′(l − z′)H(z′)dz′.

Dividing the wall into narrow rings turns the integral equation into linear equations. For l = 1 they give W = 0.6720; ray tracing of 100 000 molecules gave 0.673. For l = 2 the equations give 0.5142.

**(i) In a cylindrical cell whose charge covers the base, how does the cell body alter the pressure?**

Let W_A be the transmission probability of the cell body, regarded as a tube of cross-section A. Denote by U₀ and D₀ the fluxes leaving and striking the charge, and by U₁ and D₁ those striking and leaving the lid. All are divided by C, so they have the unit of pressure. Assume that each is uniform over its end and has the cosine distribution.

A molecule entering the body crosses it with probability W_A or returns with probability 1 − W_A. At the charge end,

D₀ = W_A D₁ + (1 − W_A)U₀, so U₀ − D₀ = W_A(U₀ − D₁).

The net flux g = N/(CA) is the same at both ends:

g = U₀ − D₀ = U₁ − D₁.

The charge emits αpsat and reflects (1 − α)D₀. Therefore U₀ = αpsat + (1 − α)D₀, and subtraction of D₀ gives g = α(psat − D₀). Working from the charge to the lid,

psat = D₀ + g/α,
D₀ = U₀ − g,
U₀ = D₁ + g/W_A,
D₁ = U₁ − g.

Successive substitution gives

psat = U₁ + g(1/α + 1/W_A − 2).

The pressure at the orifice is p = U₁, and N = WaCp gives g = (Wa/A)p. Hence

psat/p = 1 + (Wa/A)(1/α + 1/W_A − 2).

The well-mixed result is recovered for W_A = 1/2. A body with this value returns a molecule to either end with equal probability, whichever end it came from. From part (h), W_A = 0.514 for a headspace as high as the cell is wide, so such a cell is near this case. For other shapes the correction in this formula is small if |1/W_A − 2| ≪ 1/α, or if its product with Wa/A is small compared with psat/p. A small correction does not by itself prove good mixing, because the formula assumes uniform end fluxes. In a very shallow cell molecules spread sideways slowly. If α is also small, the charge beneath the orifice cannot make good the loss, the vapour there is depleted, and its pressure can lie well below the values from both formulas.

The case α = 1 with the whole top open shows the failure. Then a = A and W = 1, and the well-mixed formula gives p/psat = 1/2 for every height. The equation above gives p/psat = W_A. This is also the direct answer, since the charge emits psat, nothing returns from above, and the fraction W_A arrives. It is 0.420 for a height of three radii and 0.909 for a height of 0.2 radii. In the shallow cell most molecules leave without touching a wall.

To examine the assumption of uniform end fluxes, the charge, wall and lid were divided into rings, with exchanges obtained from the disc formula by subtraction. Each ring receives Hᵢ = Σⱼ FᵢⱼBⱼ, where Fᵢⱼ is the exchange between rings i and j divided by the area of ring i. It emits Bᵢ = αpsat + (1 − α)Hᵢ on the charge, Bᵢ = Hᵢ on the walls and (1 − W)Hᵢ at the orifice, where returned molecules are treated as diffuse.

For α = 1, a height of three radii and a thin hole of half the cell radius, this resolved calculation gives p/psat = 0.759. The well-mixed formula gives 0.800, which is 5 % higher. The finite-body formula gives 1/[1 + 0.25(1 + 1/0.4201 − 2)] = 0.743, which is 2 % lower. It reduces the error in this case but does not remove it.

A real channel was tested by ray tracing in a cell of the same shape, with α = 0.05 and a channel whose radius and length were both 0.3 of the cell radius. The well-mixed formula gives 0.453, the resolved calculation 0.450, and 50 000 traced molecules 0.448. The sampling uncertainty of the last value is about 0.002.

For the arsenic cell the resolved pressures are 0.06925 psat at the orifice and 0.06936 psat at the charge. They differ by 0.2 %. Poor mixing is negligible there beside the uncertainty in α.

**(j) How can two orifices give both psat and the evaporation coefficient?**

The reciprocal of the well-mixed result is

1/p = 1/psat + Wa/(αA psat).

A plot of 1/p against Wa is a straight line. Its intercept is 1/psat, and the intercept divided by the slope is αA. In an experiment p comes from the measured flow as p = N/(WaC). The temperature, the charge area and α must be the same for both orifices.

The resolved calculation can supply synthetic data for the arsenic cell. The first channel has Wa = 0.02111 cm² and p = 6.925×10⁻⁵ Torr. A second, of radius 0.5 mm and length 1 mm, has W = 0.5142. Thus Wa = 0.5142 × π(0.05 cm)² = 0.00404 cm², and the calculated pressure is 2.800×10⁻⁴ Torr. The two reciprocals are 14 440 and 3571 Torr⁻¹, so

slope = (14 440 − 3571)/(0.02111 − 0.00404) = 6.37×10⁵ Torr⁻¹ cm⁻²,
intercept = 3571 − 6.37×10⁵ × 0.00404 ≈ 1.00×10³ Torr⁻¹.

This returns psat = 1.00×10⁻³ Torr. Division of the intercept by the slope and by A = 3.142 cm² returns α = 5.00×10⁻⁴. Both agree with the values put in.

Real data would be less kind. Label the wide channel 1 and the narrow one 2, and write X = Wa and y = 1/p. The intercept is

(X₁y₂ − X₂y₁)/(X₁ − X₂).

Its two terms are about 4.4×10³ and 3.4×10³ Torr⁻¹, and their difference is 1.0×10³. An error of 1 % in the narrow-channel pressure alone therefore changes psat by 4 to 5 %. Making the narrow channel narrower still, so that its pressure is nearer psat, reduces this amplification.

The method yields the product αA, so α is no better known than the area. In a cylindrical cell the finite-body formula also gives a straight line, but the coefficient found is α′, with

1/α′ = 1/α + 1/W_A − 2.

For arsenic this change is negligible. For α = 1 and W_A = 0.420 the formula gives α′ = 0.72. The resolved pressure of part (i) for a hole of half the cell radius corresponds to 0.79, so the formula overstates the change, but either value is a cell effect that could be mistaken for a surface property. The resolved value also drifts with the size of the hole, from 0.81 at a tenth of the cell radius to 0.74 at nine tenths, so in such a cell the line is slightly curved.

**(k) How large are the other neglected effects in the arsenic cell, and how does the example compare with a real source?**

Gas collisions come first. For molecules of diameter d, a collision occurs when two centres come within d, so the collision cross-section is πd². The difference of two independent thermal velocities has twice the variance of either, so the mean relative speed is √2 v̄. The collision rate is √2 nπd²v̄, and the mean free path is

λ = v̄/(√2 nπd²v̄) = kT/(√2 πd²p).

A rough d = 0.6 nm gives λ = 477 mm. This is some 240 orifice diameters and 16 times the headspace, so molecular flow is a good assumption for each flight. Over its whole stay a molecule travels v̄τ ≈ 17 m and meets another some 35 times, against roughly a thousand wall collisions.

Evaporation cools the charge. With a rough heat of sublimation q = 1.5 eV per As₄ molecule, the heat consumed is

Nq = 1.31×10¹⁴ s⁻¹ × 1.5 eV = 32 µW.

Suppose that radiation from the surrounding walls is the sole heat supply. For emissivity ε and a small temperature difference ΔT, it delivers εσA[(T + ΔT)⁴ − T⁴] ≈ 4εσT³AΔT, where σ is the Stefan–Boltzmann constant. With a rough ε = 0.3, ΔT = 11 mK. This is the cooling by evaporation alone. The charge also radiates through the orifice to the colder outside. By the disc formula of part (h), a fraction 1.0×10⁻³ of the radiation leaving the charge diffusely goes straight to the orifice. If the cell walls are black, and all of this fraction is lost with nothing coming back, the balance 4εσT³AΔT = 1.0×10⁻³ εσT⁴A gives ΔT = 0.13 K, more than ten times the evaporative cooling. Interception by the warm channel wall and radiation from the surroundings outside reduce this value. Cell walls that reflect raise it, because radiation from the charge then also reaches the orifice indirectly. On the same assumptions the factor is about 2 for a wall emissivity of 0.5, 4 for 0.3 and 13 for 0.1, the last giving ΔT ≈ 1.7 K. Conduction through the cell base would make both temperature differences smaller.

Any such error in the charge temperature acts through psat. For an ideal vapour much less dense than the solid, the Clausius–Clapeyron equation is d ln psat/dT = q/(kT²). With constant q, its integral from T to T + 1 K gives

psat(T + 1 K)/psat(T) = exp{(q/k)[1/T − 1/(T + 1 K)]} = 1.069.

At fixed α the cell pressure changes by the same 6.9 %. A small α, such as that of arsenic, generally rises with temperature, and by part (f) this passes almost in full to the pressure: an activation energy of 0.5 eV for α would raise the change to about 9 %.

Cell walls may be hotter than the charge. If they heat the gas by 20 K while α and the emission of the charge stay fixed, the balance αA(Jsat − J) = WaJ leaves J and the flow unchanged; here Jsat is the incident flux at saturation. The pressure J√(2πmkT) rises by √(530/510) − 1 = 1.9 %.

The example describes a small-orifice measuring cell. It is far from a source for film growth, as its beam shows. Each unit area of the orifice sends J/π per unit solid angle along the axis, where the channel wall neither blocks nor adds molecules. At 20 cm the flux is therefore Ja/[π(20 cm)²] ≈ 1.6×10¹¹ As₄ cm⁻² s⁻¹, or about 6×10¹¹ atoms cm⁻² s⁻¹. Growth of one GaAs layer per second builds in roughly 6×10¹⁴ arsenic atoms cm⁻² s⁻¹, a thousand times more than arrive here. The incident flux must be larger still, because arriving As₄ is not fully incorporated. Widening the orifice alone would not supply this, because the flow is already 93 % of free evaporation from the charge and could rise by only about 7 %. With a similar channel, distance and α, a growth source must be hotter or have a much larger evaporating area, with an orifice to match, and the estimates of collisions, cooling and mixing must then be repeated.

The assumption most open to doubt in a real arsenic cell is a known, constant αA. A charge of lumps exposes more area than a flat disc. If three times the area took part fully, x would fall to 13.44/3 = 4.48 and p/psat would rise from 0.07 to 1/5.48 = 0.18. The range of α from 10⁻⁴ to 10⁻² in part (f) moves the pressure by a factor of about forty. A change of α with undersaturation can bend the straight line of part (j), so a third orifice is a useful check, but a straight line does not prove that α is constant. Suppose that over the measured range α were α₀(1 − s/2)/(1 − s), with s = p/psat and α₀ constant. The balance would then give 1/p = 1/(2psat) + Wa/(α₀A psat), a straight line whose intercept returns twice the true psat. An As₂ fraction would require a separate balance with its own coefficient. Neither effect has been sized for arsenic here. The values calculated for the example are set out in the numerical output below.

Table of computed values

```
Sphere, alpha=0.4, area fractions: charge 0.3, hole 0.2
  p/psat ray tracing 0.3739, formula 0.3750
  mean path/radius tracing 4.170, formula 4.167
W, channel length = radius: exchange 0.6720, tracing 0.6731
Cylinder height/radius 3, alpha=0.05, hole radius 0.3
  p/psat tracing 0.4483, exchange 0.4495, formula 0.4526
Body transmission W_A at height/radius 3: 0.4201
alpha=1, thin hole of half the cell radius, p/psat:
  exchange 0.7593, simple 0.8000, finite-body 0.7434
alpha=1, fully open cell, p/psat at the mouth:
  height/radius 3: 0.4201; 0.2: 0.9092; simple 0.5000
As4 cell: T=510 K, psat=1.0e-03 Torr (rough), alpha=5e-04 (rough)
  cell radius 10 mm, headspace 30 mm
  channel radius 1 mm, length 1 mm
  A = 3.142 cm2, a = 0.03142 cm2, W = 0.6720
  W a = 0.02111 cm2, alpha A = 0.001571 cm2
  W a/(alpha A) = 13.440, p/psat = 0.06925
  cell pressure = 6.925e-05 Torr = 9.233e-03 Pa
  As4 mass 4.9764e-25 kg, incident flux 6.223e+15 /(cm2 s)
  flow = 1.314e+14 As4/s = 235.3 ug/h
  flow / free-evaporation limit = 0.9307
  saturation assumption overstates flow by 14.44 times
  mean speed 189.8 m/s, relaxation time 87.6 ms
  resolved p/psat: orifice 0.06925, charge 0.06936
alpha scan, same cell: p/psat from formula and resolved flux
  alpha=1e-04: 0.01466, 0.01466
  alpha=1e-03: 0.12954, 0.12951
  alpha=1e-02: 0.59809, 0.59750
  alpha=1e+00: 0.99332, 0.99174
Second channel: radius 0.5 mm, W=0.5142, p=2.800e-04 Torr
  recovered psat=1.0000e-03 Torr, alpha=4.9994e-04
Neglected effects (rough: diameter 0.6 nm, heat 1.5 eV, emissivity 0.3)
  mean free path 477 mm, over orifice diameter 238
  evaporative cooling 31.6 uW, charge colder by 11.1 mK
  charge 1 K hotter: psat changes by 6.9 %
  gas 20 K hotter at equal flux: p changes by 1.9 %
```
